# Paired electrons at strong attraction: effective couplings and superfluidity under doping: a numerical check

```python
# Result under test: for the Hubbard model with hopping t and attraction -U (U > 0 here),
# t << U, the low-energy states are hard-core pairs with pair hopping 2 t^2/U and
# neighbour repulsion J = 4 t^2/U. At half filling superfluid and charge order are
# degenerate; away from it the uniform superfluid is selected.
# n = pairs per site, m = n - 1/2, z = coordination number, h = 2 mu + U (mu: electrons).
# Energies are in units of t.
import numpy as np
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import eigsh


def configurations(sites, particles):
    return np.array([s for s in range(1 << sites) if bin(s).count("1") == particles])


def transfer(states, i, j):
    """Matrix of c_i^dagger c_j for one spin species, with fermion signs."""
    index = {int(s): k for k, s in enumerate(states)}
    matrix = np.zeros((len(states), len(states)))
    low, high = min(i, j), max(i, j)
    between = sum(1 << k for k in range(low + 1, high))
    for column, s in enumerate(states):
        s = int(s)
        if not (s >> j) & 1:
            continue
        removed = s ^ (1 << j)
        if (removed >> i) & 1:
            continue
        sign = (-1) ** bin(s & between).count("1")
        matrix[index[removed | (1 << i)], column] = sign
    return matrix


def hubbard(states, bonds, t, U):
    size = len(states)
    kinetic = np.zeros((size, size))
    for i, j in bonds:
        kinetic -= t * (transfer(states, i, j) + transfer(states, j, i))
    double = np.array([bin(int(a) & int(b)).count("1") for a in states for b in states])
    one = np.eye(size)
    return np.kron(kinetic, one) + np.kron(one, kinetic) - U * np.diag(double)


def downfold(sites, bonds, pairs, t, U):
    """Effective Hamiltonian from exact low eigenstates, symmetrically orthonormalized."""
    states = configurations(sites, pairs)
    size = len(states)
    energies, vectors = np.linalg.eigh(hubbard(states, bonds, t, U))
    paired = np.arange(size) * (size + 1)
    left, _, right = np.linalg.svd(vectors[paired, :size])
    rotation = left @ right
    return (rotation * energies[:size]) @ rotation.T


def pair_hamiltonian(states, bonds, hopping, repulsion):
    """Hard-core bosons, including the second-order one-body shift, without -U per pair."""
    size = len(states)
    diagonal = np.zeros(size)
    rows, columns = [], []
    for i, j in bonds:
        ni, nj = (states >> i) & 1, (states >> j) & 1
        diagonal += repulsion * ni * nj - hopping * (ni + nj)
        movable = np.flatnonzero(ni != nj)
        moved = states[movable] ^ ((1 << i) | (1 << j))
        rows.append(np.searchsorted(states, moved))
        columns.append(movable)
    rows, columns = np.concatenate(rows), np.concatenate(columns)
    hop = coo_matrix((-hopping * np.ones(len(rows)), (rows, columns)), shape=(size, size))
    return (hop + diags(diagonal)).tocsr()


t, U, z, n = 1.0, 20.0, 4, 0.25
J, pair_hop, m = 4 * t**2 / U, 2 * t**2 / U, n - 0.5
print(f"t = {t:.1f} t, |U| = {U:.1f} t, z = {z}, pairs per site n = {n:.2f}, m = {m:.2f}")
print(f"pair hopping 2t^2/|U| = {pair_hop:.4f} t; repulsion J = 4t^2/|U| = {J:.4f} t")

# Exact dimer: couplings extracted from the full electron problem.
dimer = downfold(2, [(0, 1)], 1, t, U)
full = downfold(2, [(0, 1)], 2, t, U)[0, 0]
empty = downfold(2, [(0, 1)], 0, t, U)[0, 0]
dimer_V = full + empty - dimer[0, 0] - dimer[1, 1]
dimer_hop = -dimer[0, 1]
closed_V = (np.sqrt(U**2 + 16 * t**2) - U) / 2
assert abs(dimer_V - closed_V) < 1e-10 and abs(dimer_hop - closed_V / 2) < 1e-10
assert abs(dimer_V / J - 1) < 8 * t**2 / U**2
print(f"exact dimer: pair hopping = {dimer_hop:.6f} t, repulsion = {dimer_V:.6f} t")

# Six-site ladder: every matrix element, and the order of the neglected terms.
ladder = [(0, 1), (1, 2), (3, 4), (4, 5), (0, 3), (1, 4), (2, 5)]
ladder_sign = np.array([1, -1, 1, -1, 1, -1])
two_pairs = configurations(6, 2)
errors = {}
for strength in (20.0, 40.0, 80.0):
    exact = downfold(6, ladder, 2, t, strength) + 2 * strength * np.eye(len(two_pairs))
    derived = pair_hamiltonian(two_pairs, ladder, 2 * t**2 / strength,
                               4 * t**2 / strength).toarray()
    errors[strength] = np.max(np.abs(exact - derived))
    print(f"ladder |U| = {strength:.0f} t: largest element error = {errors[strength]:.3e} t")
ratio = errors[40.0] / errors[80.0]
print(f"error ratio on doubling |U| from 40 t to 80 t = {ratio:.3f} (dimensionless)")
assert 7.5 < ratio < 8.5


def squared_orders(pair_sum, staggered_square, sites, pairs):
    """Squares of uniform S^x and staggered S^z, each divided by sites squared."""
    pairing = (2 * pair_sum - 2 * pairs + sites) / 4 / sites**2
    return pairing, staggered_square / sites**2


def hubbard_orders(pairs, strength):
    states = configurations(6, pairs)
    size = len(states)
    ground = np.linalg.eigh(hubbard(states, ladder, t, strength))[1][:, 0]
    wave = ground.reshape(size, size)
    pair_sum = 0.0
    for i in range(6):
        for j in range(6):
            move = transfer(states, i, j)
            pair_sum += np.sum(wave * (move @ wave @ move.T))
    occupation = (states[:, None] >> np.arange(6)) & 1
    staggered = occupation @ ladder_sign
    charge = (staggered[:, None] + staggered[None, :]) / 2
    return squared_orders(pair_sum, np.sum(wave**2 * charge**2), 6, pairs)


for strength in (4.0, U):
    half = hubbard_orders(3, strength)
    doped = hubbard_orders(2, strength)
    assert abs(half[0] - half[1]) < 1e-9
    assert doped[0] > doped[1]
    print(f"Hubbard ladder |U| = {strength:.0f} t, 3 pairs: pair^2 = {half[0]:.5f}, "
          f"charge^2 = {half[1]:.5f}")
    print(f"Hubbard ladder |U| = {strength:.0f} t, 2 pairs: pair^2 = {doped[0]:.5f}, "
          f"charge^2 = {doped[1]:.5f}")

# Product-state energies from a two-site wave function and the bond matrix.
bond_matrix = np.zeros((4, 4))
bond_matrix[1, 1] = bond_matrix[2, 2] = -pair_hop
bond_matrix[1, 2] = bond_matrix[2, 1] = -pair_hop


def site_energy(n_a, n_b):
    a = np.sqrt([1 - n_a, n_a])
    b = np.sqrt([1 - n_b, n_b])
    state = np.kron(a, b)
    return z / 2 * state @ bond_matrix @ state


superfluid = site_energy(n, n)
charge_order = site_energy(2 * n, 0.0)
separated = (1 - 2 * abs(m)) * site_energy(1.0, 0.0)
cost = z * J * abs(m) * (0.5 - abs(m))
assert abs(superfluid - z * J * (m**2 - 0.25)) < 1e-12
assert abs(charge_order - superfluid - cost) < 1e-12
assert abs(separated - superfluid - cost) < 1e-12
contrasts = np.linspace(0, n, 26)
scan = np.array([site_energy(n + d, n - d) for d in contrasts])
assert np.all(np.diff(scan) > 0)
half_scan = [site_energy(0.5 + d, 0.5 - d) for d in np.linspace(0, 0.5, 11)]
assert np.ptp(half_scan) < 1e-12
print(f"half filling: superfluid = {half_scan[0]:.4f} t, charge order = "
      f"{half_scan[-1]:.4f} t per site")
print(f"n = {n:.2f}: superfluid = {superfluid:.4f} t per site")
print(f"n = {n:.2f}: strongest charge order = {charge_order:.4f} t per site")
print(f"n = {n:.2f}: phase-separated state = {separated:.4f} t per site")
print(f"superfluid advantage = {charge_order - superfluid:.4f} t per site")

# Unrestricted product states on a 4 x 4 torus, each spin turned along its local field.
torus = []
for y in range(4):
    for x in range(4):
        torus.append((4 * y + x, 4 * y + (x + 1) % 4))
        torus.append((4 * y + x, 4 * ((y + 1) % 4) + x))
torus_sign = np.array([(-1) ** (x + y) for y in range(4) for x in range(4)])
neighbours = [[b if a == i else a for a, b in torus if i in (a, b)] for i in range(16)]
coupling = J * np.array([1.0, 1.0, -1.0])


def relax(field, seed, sweeps=1500):
    spins = np.random.default_rng(seed).normal(size=(16, 3))
    spins /= 2 * np.linalg.norm(spins, axis=1)[:, None]
    for _ in range(sweeps):
        for i in range(16):
            local = coupling * spins[neighbours[i]].sum(axis=0)
            local[2] += field
            spins[i] = local / (2 * np.sqrt(local @ local))
    bond_energy = sum(-coupling @ (spins[a] * spins[b]) - J / 4 for a, b in torus)
    return bond_energy / 16 - field * spins[:, 2].mean(), spins


h = 2 * z * J * m
mu = (h - U) / 2
best, spins = min((relax(h, seed) for seed in range(4)), key=lambda item: item[0])
density = spins[:, 2] + 0.5
amplitude = np.linalg.norm(spins[:, :2].mean(axis=0))
assert abs(best + h * m - superfluid) < 1e-8
assert np.max(np.abs(density - n)) < 1e-5
assert abs(amplitude - np.sqrt(n * (1 - n))) < 1e-6
print(f"field h = {h:.4f} t, electron chemical potential mu = {mu:.4f} t")
print(f"free minimization: mean n = {density.mean():.6f}, "
      f"density spread = {np.ptp(density):.1e}")
print(f"free minimization: uniform pair amplitude <b> = {amplitude:.6f}")
free_contrasts = []
for seed in range(4):
    energy, spins = relax(0.0, seed)
    assert abs(energy + z * J / 4) < 1e-7
    free_contrasts.append(abs(np.mean(torus_sign * spins[:, 2])))
assert np.ptp(free_contrasts) > 0.02
print("h = 0, four starts, equal energy; staggered density = "
      + ", ".join(f"{value:.3f}" for value in free_contrasts))

# Exact ground states of hard-core pairs on the torus, beyond product states.
print(f"4x4 exact; zero-point background of pair^2 on empty lattice = {1 / 64:.5f}")
ground_energies = []
for pairs in range(9):
    states = configurations(16, pairs)
    matrix = pair_hamiltonian(states, torus, pair_hop, J)
    if len(states) < 600:
        values, vectors = np.linalg.eigh(matrix.toarray())
    else:
        start = np.random.default_rng(1).normal(size=len(states))
        values, vectors = eigsh(matrix, k=1, which="SA", v0=start, tol=1e-11)
    ground_energies.append(values[0])
    wave = vectors[:, 0]
    pair_sum = float(pairs)
    for i in range(16):
        for j in range(16):
            if i == j:
                continue
            movable = np.flatnonzero(((states >> j) & 1) & (1 - ((states >> i) & 1)))
            moved = np.searchsorted(states, states[movable] ^ ((1 << i) | (1 << j)))
            pair_sum += wave[moved] @ wave[movable]
    staggered = ((states[:, None] >> np.arange(16)) & 1) @ torus_sign
    pairing, charge = squared_orders(pair_sum, wave**2 @ staggered**2, 16, pairs)
    mean_field = z * J * ((pairs / 16 - 0.5) ** 2 - 0.25)
    assert values[0] / 16 <= mean_field + 1e-10
    if pairs == 8:
        assert abs(pairing - charge) < 1e-7
    elif pairs > 0:
        assert pairing - charge > 1 / 64
    if pairs >= 4:
        print(f"{pairs} pairs: E/site = {values[0] / 16:.5f} t, pair^2 = {pairing:.5f}, "
              f"charge^2 = {charge:.5f}")
curvature = np.diff(ground_energies, 2)
assert np.all(curvature > 0)
print(f"smallest second difference of E in pair number (0 to 8) = {curvature.min():.5f} t")
print("verified")
```

It prints:

```
t = 1.0 t, |U| = 20.0 t, z = 4, pairs per site n = 0.25, m = -0.25
pair hopping 2t^2/|U| = 0.1000 t; repulsion J = 4t^2/|U| = 0.2000 t
exact dimer: pair hopping = 0.099020 t, repulsion = 0.198039 t
ladder |U| = 20 t: largest element error = 4.734e-03 t
ladder |U| = 40 t: largest element error = 6.164e-04 t
ladder |U| = 80 t: largest element error = 7.785e-05 t
error ratio on doubling |U| from 40 t to 80 t = 7.918 (dimensionless)
Hubbard ladder |U| = 4 t, 3 pairs: pair^2 = 0.09816, charge^2 = 0.09816
Hubbard ladder |U| = 4 t, 2 pairs: pair^2 = 0.09706, charge^2 = 0.04519
Hubbard ladder |U| = 20 t, 3 pairs: pair^2 = 0.12804, charge^2 = 0.12804
Hubbard ladder |U| = 20 t, 2 pairs: pair^2 = 0.13664, charge^2 = 0.06274
half filling: superfluid = -0.2000 t, charge order = -0.2000 t per site
n = 0.25: superfluid = -0.1500 t per site
n = 0.25: strongest charge order = -0.1000 t per site
n = 0.25: phase-separated state = -0.1000 t per site
superfluid advantage = 0.0500 t per site
field h = -0.4000 t, electron chemical potential mu = -10.2000 t
free minimization: mean n = 0.250000, density spread = 0.0e+00
free minimization: uniform pair amplitude <b> = 0.433013
h = 0, four starts, equal energy; staggered density = 0.363, 0.390, 0.413, 0.379
4x4 exact; zero-point background of pair^2 on empty lattice = 0.01562
4 pairs: E/site = -0.17022 t, pair^2 = 0.09778, charge^2 = 0.01819
5 pairs: E/site = -0.19796 t, pair^2 = 0.10730, charge^2 = 0.02553
6 pairs: E/site = -0.21897 t, pair^2 = 0.11171, charge^2 = 0.03608
7 pairs: E/site = -0.23312 t, pair^2 = 0.10914, charge^2 = 0.05368
8 pairs: E/site = -0.24036 t, pair^2 = 0.09218, charge^2 = 0.09218
smallest second difference of E in pair number (0 to 8) = 0.07085 t
verified
```
